# Transpose symmetry of the CI matrix cannot separate singlets from quintets: verification in Python

```python
"""
Result under test: for an Ms = 0 state of 2n electrons in K orbitals,
    Psi = sum C(I,J) |I J>,  |I J> = (alpha creators of I)(beta creators of J)|vac>,
an eigenfunction of S^2 with quantum number S obeys  C^T = (-1)^S C.
Singlets and quintets are therefore both symmetric, and transposition cannot
separate them. I, J: ascending strings of n orbitals; D: number of strings.
All operators are explicit matrices in the full Fock space of 2K spin orbitals.
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy import sparse
from scipy.linalg import expm

rng = np.random.default_rng(7)


def creators(K):
    """Fermion creation matrices: K alpha modes followed by K beta modes."""
    raise_one = sparse.csr_matrix([[0.0, 0.0], [1.0, 0.0]])
    parity_one = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    parity = sparse.identity(1, format="csr")
    ops = []
    for k in range(2 * K):
        rest = sparse.identity(2 ** (2 * K - k - 1), format="csr")
        left = sparse.kron(parity, raise_one, format="csr")
        ops.append(sparse.kron(left, rest, format="csr"))
        parity = sparse.kron(parity, parity_one, format="csr")
    return ops[:K], ops[K:]


def determinants(alpha, beta, n, interleaved=False):
    """Columns are the Fock-space vectors |I J>, with J running fastest."""
    K = len(alpha)
    strings = list(combinations(range(K), n))
    vacuum = np.zeros(4 ** K)
    vacuum[0] = 1.0
    columns = []
    for I in strings:
        for J in strings:
            ops = [(i, 0) for i in I] + [(j, 1) for j in J]
            if interleaved:
                ops.sort()
            vec = vacuum
            for orbital, spin in reversed(ops):
                vec = (beta if spin else alpha)[orbital] @ vec
            columns.append(vec)
    return strings, np.column_stack(columns)


def spin_raising(alpha, beta):
    total = alpha[0] @ beta[0].T
    for p in range(1, len(alpha)):
        total = total + alpha[p] @ beta[p].T
    return total


def spin_squared(s_plus, basis):
    """For Ms = 0, S^2 = S_minus S_plus."""
    raised = s_plus @ basis
    return raised.T @ raised


def spin_blocks(s2, K, n):
    values, vectors = np.linalg.eigh(s2)
    return {S: vectors[:, abs(values - S * (S + 1)) < 1e-8]
            for S in range(min(n, K - n) + 1)}


# Rotation by pi about x inside one multiplet, from the ladder matrices.
for S in range(5):
    M = np.arange(S, -S - 1, -1)
    ladder = np.diag(np.sqrt(S * (S + 1) - M[1:] * (M[1:] + 1.0)), 1)
    rotation = expm(-0.5j * np.pi * (ladder + ladder.T))
    assert np.allclose(rotation, (-1) ** S * np.fliplr(np.eye(2 * S + 1)), atol=1e-10)

# The same rotation on determinants exchanges the two strings, with no sign.
alpha, beta = creators(4)
s_plus = spin_raising(alpha, beta)
rotation = expm(-0.5j * np.pi * (s_plus + s_plus.T).toarray())
for p in range(4):
    assert np.allclose(rotation @ alpha[p].toarray() @ rotation.conj().T,
                       -1j * beta[p].toarray(), atol=1e-10)
    assert np.allclose(rotation @ beta[p].toarray() @ rotation.conj().T,
                       -1j * alpha[p].toarray(), atol=1e-10)
for n in (1, 2, 3):
    strings, basis = determinants(alpha, beta, n)
    D = len(strings)
    swapped = basis.reshape(-1, D, D).transpose(0, 2, 1).reshape(-1, D * D)
    assert np.allclose(rotation @ basis, swapped, atol=1e-10)

# Transposition parity and state counts in several spaces.
print("State counts (K orbitals, N electrons, D strings per spin)")
for K, n in ((4, 1), (4, 2), (4, 3), (5, 2), (6, 3)):
    a_ops, b_ops = creators(K)
    strings, basis = determinants(a_ops, b_ops, n)
    D = len(strings)
    blocks = spin_blocks(spin_squared(spin_raising(a_ops, b_ops), basis), K, n)
    counts = [blocks[S].shape[1] for S in blocks]
    assert sum(counts) == D * D
    for S, block in blocks.items():
        formula = (comb(K, n + S) * comb(K, n - S)
                   - comb(K, n + S + 1) * (comb(K, n - S - 1) if n > S else 0))
        assert counts[S] == formula
        mix = rng.normal(size=counts[S]) + 1j * rng.normal(size=counts[S])
        C = (block @ mix).reshape(D, D)
        assert np.linalg.norm(C.T - (-1) ** S * C) < 1e-9 * np.linalg.norm(C)
        assert np.linalg.norm(C.conj().T - (-1) ** S * C) > 1e-3 * np.linalg.norm(C)
    even, odd = sum(counts[0::2]), sum(counts[1::2])
    assert even == D * (D + 1) // 2 and odd == D * (D - 1) // 2
    print(f"  K={K} N={2*n} D={D}: S=0,1,.. {counts}; symmetric {even}, antisym. {odd}")

# Four electrons in four orbitals: conventions.
K, n = 4, 2
strings, basis = determinants(alpha, beta, n)
D = len(strings)
s2 = spin_squared(s_plus, basis)
blocks = spin_blocks(s2, K, n)
_, orbital_order = determinants(alpha, beta, n, interleaved=True)
open_shells = np.array([[len(set(I) ^ set(J)) for J in strings] for I in strings])
for S, block in blocks.items():
    state = block @ rng.normal(size=block.shape[1])
    C = (orbital_order.T @ (basis @ state)).reshape(D, D)
    assert np.allclose(C.T, (-1.0) ** (S + open_shells // 2) * C, atol=1e-10)
    if S == 0:
        assert np.linalg.norm(C - C.T) > 1e-3 * np.linalg.norm(C)

angle = np.radians(30.0)
turned = list(beta)
turned[1] = np.cos(angle) * beta[1] + np.sin(angle) * beta[2]
turned[2] = -np.sin(angle) * beta[1] + np.cos(angle) * beta[2]
_, turned_basis = determinants(alpha, turned, n)
closed = np.zeros(D * D)
closed[0] = 1.0
assert abs(closed @ s2 @ closed) < 1e-12
C = (turned_basis.T @ (basis @ closed)).reshape(D, D)
assert abs(np.linalg.norm(C) - 1) < 1e-12
asymmetry = np.linalg.norm(C - C.T)
assert asymmetry > 0.1
print(f"Closed-shell singlet |12;12>, beta orbitals 2,3 turned by "
      f"{np.degrees(angle):.0f} degrees:")
print(f"  norm of C - C^T = {asymmetry:.4f} (norm of C = {np.linalg.norm(C):.4f})")

# A symmetric pair of determinants, resolved by spin.
i12, i34 = strings.index((0, 1)), strings.index((2, 3))
pair = np.zeros((D, D))
pair[i12, i34] = pair[i34, i12] = 1 / np.sqrt(2)
pair = pair.ravel()
parts = {S: block @ (block.T @ pair) for S, block in blocks.items()}
weights = {S: part @ part for S, part in parts.items()}
pair_s2 = pair @ s2 @ pair
assert weights[1] < 1e-12 and abs(pair_s2 - 6 * weights[2]) < 1e-10
assert weights[0] > 0.1 and weights[2] > 0.1
assert np.allclose(pair - s2 @ pair / 6, parts[0], atol=1e-10)
singlet = (parts[0] / np.sqrt(weights[0])).reshape(D, D)
quintet = (parts[2] / np.sqrt(weights[2])).reshape(D, D)
assert np.allclose(singlet, singlet.T) and np.allclose(quintet, quintet.T)
print("Pair (|12;34> + |34;12>)/sqrt(2):")
print("  weights S=0,1,2: " + ", ".join(f"{abs(weights[S]):.4f}" for S in weights))
print(f"  <S^2> = {pair_s2:.4f} (units of hbar^2)")
print("Normalized spin parts of the pair: C(I,J) singlet, quintet")
for i, I in enumerate(strings):
    J = tuple(p for p in range(K) if p not in I)
    j = strings.index(J)
    label = "".join(str(p + 1) for p in I) + "," + "".join(str(p + 1) for p in J)
    print(f"  C({label}) {singlet[i, j]:+.4f} {quintet[i, j]:+.4f}")

# Spin-free model Hamiltonian, energies in eV.
levels = np.array([0.0, 0.2, 0.5, 1.1])
hopping, U, J_ex = -0.3, 4.0, 0.5
U_inter = U - 2 * J_ex
h = np.diag(levels) + hopping * (np.eye(K, k=1) + np.eye(K, k=-1))
integrals = {}
for p in range(K):
    integrals[p, p, p, p] = U
    for q in range(K):
        if p != q:
            integrals[p, p, q, q] = U_inter
            integrals[p, q, p, q] = J_ex
            integrals[p, q, q, p] = J_ex
fock_h = sparse.csr_matrix((4 ** K, 4 ** K))
for first in (alpha, beta):
    for p in range(K):
        for q in range(K):
            if h[p, q] != 0:
                fock_h = fock_h + h[p, q] * (first[p] @ first[q].T)
    for second in (alpha, beta):
        for (p, q, r, s), value in integrals.items():
            fock_h = fock_h + 0.5 * value * (
                first[p] @ second[r] @ second[s].T @ first[q].T)
H = basis.T @ (fock_h @ basis)
assert np.allclose(H, H.T, atol=1e-10)
assert np.allclose(H @ s2, s2 @ H, atol=1e-9)
trial = rng.normal(size=(D, D))
assert np.allclose((H @ trial.T.ravel()).reshape(D, D),
                   (H @ trial.ravel()).reshape(D, D).T, atol=1e-10)

lowest = {S: np.linalg.eigvalsh(block.T @ H @ block)[0] for S, block in blocks.items()}
quintet_formula = np.trace(h) + 6 * (U_inter - J_ex)
assert abs(lowest[2] - quintet_formula) < 1e-9
assert lowest[2] < lowest[0]
critical = (lowest[0] - lowest[2]) / 6


def symmetric_iteration(penalty, steps=2000):
    """Imaginary-time steps of 1/eV on H + penalty*S^2, symmetrizing C each time."""
    target = H + penalty * s2
    centre = np.trace(target) / len(target)
    step = expm(-(target - centre * np.eye(len(target))))
    vector = pair.copy()
    for _ in range(steps):
        C = (step @ vector).reshape(D, D)
        vector = (0.5 * (C + C.T)).ravel()
        vector /= np.linalg.norm(vector)
    return vector @ H @ vector, vector @ s2 @ vector


print("Model: 4 electrons, 4 orbitals")
print("  levels (eV): " + ", ".join(f"{e:.1f}" for e in levels))
print(f"  neighbour hopping = {hopping:.1f} eV")
print(f"  U = {U:.1f} eV, U' = {U_inter:.1f} eV, J = {J_ex:.1f} eV")
for S, name in enumerate(("singlet", "triplet", "quintet")):
    print(f"  lowest {name} energy = {lowest[S]:.4f} eV")
print(f"  tr h + 6(U' - J) = {quintet_formula:.4f} eV")
print(f"  critical penalty = {critical:.4f} eV")
print("Symmetrized iteration from the pair: penalty, <H>, <S^2>")
for penalty, expected in ((0.0, 2), (0.9 * critical, 2), (1.1 * critical, 0), (1.0, 0)):
    energy, s2_mean = symmetric_iteration(penalty)
    assert abs(energy - lowest[expected]) < 1e-6
    assert abs(s2_mean - expected * (expected + 1)) < 1e-6
    print(f"  {penalty:.4f} eV: {energy:.4f} eV, {abs(s2_mean):.4f} hbar^2")

print("ALL CHECKS PASSED")
```

It prints:

```
State counts (K orbitals, N electrons, D strings per spin)
  K=4 N=2 D=4: S=0,1,.. [10, 6]; symmetric 10, antisym. 6
  K=4 N=4 D=6: S=0,1,.. [20, 15, 1]; symmetric 21, antisym. 15
  K=4 N=6 D=4: S=0,1,.. [10, 6]; symmetric 10, antisym. 6
  K=5 N=4 D=10: S=0,1,.. [50, 45, 5]; symmetric 55, antisym. 45
  K=6 N=6 D=20: S=0,1,.. [175, 189, 35, 1]; symmetric 210, antisym. 190
Closed-shell singlet |12;12>, beta orbitals 2,3 turned by 30 degrees:
  norm of C - C^T = 0.7071 (norm of C = 1.0000)
Pair (|12;34> + |34;12>)/sqrt(2):
  weights S=0,1,2: 0.6667, 0.0000, 0.3333
  <S^2> = 2.0000 (units of hbar^2)
Normalized spin parts of the pair: C(I,J) singlet, quintet
  C(12,34) +0.5774 +0.4082
  C(13,24) +0.2887 -0.4082
  C(14,23) -0.2887 +0.4082
  C(23,14) -0.2887 +0.4082
  C(24,13) +0.2887 -0.4082
  C(34,12) +0.5774 +0.4082
Model: 4 electrons, 4 orbitals
  levels (eV): 0.0, 0.2, 0.5, 1.1
  neighbour hopping = -0.3 eV
  U = 4.0 eV, U' = 3.0 eV, J = 0.5 eV
  lowest singlet energy = 18.5028 eV
  lowest triplet energy = 17.7135 eV
  lowest quintet energy = 16.8000 eV
  tr h + 6(U' - J) = 16.8000 eV
  critical penalty = 0.2838 eV
Symmetrized iteration from the pair: penalty, <H>, <S^2>
  0.0000 eV: 16.8000 eV, 6.0000 hbar^2
  0.2554 eV: 16.8000 eV, 6.0000 hbar^2
  0.3122 eV: 18.5028 eV, 0.0000 hbar^2
  1.0000 eV: 18.5028 eV, 0.0000 hbar^2
ALL CHECKS PASSED
```
